# Floating and grounded fill in the Maxwell capacitance matrix

A capacitance extraction that includes metal fill must settle what to do with the fill rows of its matrix. Deleting those rows and columns sets the fill potentials to zero, which describes fill tied to ground. If the fill is isolated, its potentials must instead be found from charge neutrality and then eliminated. The choice changes the crosstalk calculated between signal lines, and the direction of the change can be proved: for fixed geometry, neutral floating fill never gives less signal-to-signal coupling than the same fill grounded.

Let the conductors lie in a linear dielectric without free charge, with permittivity $\varepsilon>0$ that may vary in space. Potentials are measured from a grounded reference, and any outer boundary that is not a conductor carries no normal flux. Let $\phi_j$ be the potential when conductor $j$ is at unit potential and all others are at zero. By linearity $\phi=\sum_jV_j\phi_j$, so the charges are

$$
Q_i=\sum_j C_{ij}V_j,\qquad
C_{ij}=-\oint_i\varepsilon\,\partial_n\phi_j\,dS ,
$$

with the normal $n$ pointing from the conductor into the dielectric. This $C$ is the Maxwell matrix. Its off-diagonal elements are not themselves the positive capacitances of a circuit diagram; those are $K_{ij}=-C_{ij}$ for $i\ne j$, and $K_{ij}$ is what coupling means here.

Three properties of $C$ are needed. First, since $\nabla\cdot(\varepsilon\nabla\phi_j)=0$, the divergence theorem gives

$$
\int\varepsilon\nabla\phi_i\cdot\nabla\phi_j\,dv
=-\oint_i\varepsilon\,\partial_n\phi_j\,dS=C_{ij}.
$$

The minus sign appears because the outward normal of the dielectric is $-n$ on a conductor, and the integral is confined to conductor $i$ because $\phi_i$ vanishes on the others. The left side is symmetric, so $C=C^T$. It also gives $V^TCV=\int\varepsilon|\nabla\phi|^2dv\ge0$, twice the field energy.

Second, the true potential has the least energy among all potentials with the same conductor values. If $\eta$ vanishes on the conductors, then

$$
\int\varepsilon|\nabla(\phi+\eta)|^2dv
=\int\varepsilon|\nabla\phi|^2dv+\int\varepsilon|\nabla\eta|^2dv ,
$$

because integration by parts turns the cross term into a boundary term containing $\eta$, which is zero, and a volume term containing $\nabla\cdot(\varepsilon\nabla\phi)=0$. The last integral is positive unless $\eta=0$, so the minimum is unique. It follows that $0\le\phi_j\le1$: cutting off any excursion outside this range would leave the conductor values alone and lower the energy.

Third, the signs follow from these bounds. On conductor $i\ne j$, $\phi_j=0$ is the smallest value, so $\partial_n\phi_j\ge0$ and $C_{ij}\le0$. With all conductors at unit potential and the reference at zero, the potential again lies between zero and one. Each conductor is then at the maximum, the normal derivative is nonpositive, and the charge $\sum_jC_{ij}$ is nonnegative.

Now separate signals $s$ from fill $f$:

$$
\begin{pmatrix}Q_s\\Q_f\end{pmatrix}=
\begin{pmatrix}C_{ss}&C_{sf}\\C_{fs}&C_{ff}\end{pmatrix}
\begin{pmatrix}V_s\\V_f\end{pmatrix},\qquad C_{fs}=C_{sf}^T .
$$

Assume that every fill piece can be reached from a signal or the reference through dielectric and, if necessary, other fill. With $V_s=0$, zero energy would make the potential constant along such a path, hence zero on the fill. Therefore $V_f^TC_{ff}V_f>0$ for $V_f\ne0$, and $C_{ff}$ has an inverse.

For grounded fill, $V_f=0$ and $C_{\rm ground}=C_{ss}$. For floating fill, each separate piece is neutral, $Q_f=0$. The second row gives $V_f=-C_{ff}^{-1}C_{fs}V_s$, and the first becomes

$$
Q_s=C_{\rm float}V_s,\qquad
C_{\rm float}=C_{ss}-C_{sf}C_{ff}^{-1}C_{fs}.
$$

This is the Schur complement of the fill block. Put $A=-C_{sf}$, whose elements are nonnegative. The two minus signs cancel in the product, so for two different signals

$$
K_{{\rm float},ij}-K_{{\rm ground},ij}
=\left(AC_{ff}^{-1}A^T\right)_{ij}.
$$

The claim now rests on the elements of $C_{ff}^{-1}$ being nonnegative. Let $C_{ff}x=b$ with every $b_k\ge0$. Write $x=x_+-x_-$, where both parts are nonnegative and no component is nonzero in both. Multiplication by $x_-^T$ gives

$$
x_-^TC_{ff}x_-=x_-^TC_{ff}x_+-x_-^Tb\le0 .
$$

The first term on the right contains only off-diagonal elements of $C_{ff}$, which are nonpositive, and the second subtracts a nonnegative number. But the left side is positive unless $x_-=0$. Hence $x\ge0$. Taking $b$ to be each unit vector in turn shows that every column of $C_{ff}^{-1}$ is nonnegative, and therefore

$$
K_{{\rm float},ij}\ge K_{{\rm ground},ij}\qquad(i\ne j).
$$

In physical terms, positive charge placed on one fill piece, with the signals grounded and the other fill neutral, cannot make any fill potential negative.

Equality needs a closer look. Link two fill pieces whenever their mutual capacitance is nonzero, and call each linked set a group. Between different groups $C_{ff}^{-1}$ is zero, because $C_{ff}$ is block diagonal. Within a group it is strictly positive. To see this, let $x$ be column $l$ of the inverse and suppose $x_k=0$ for some $k$ in the group of $l$. Row $k$ reads $\sum_{m\ne k}(C_{ff})_{km}x_m=\delta_{kl}$, whose left side is nonpositive. This is impossible for $k=l$; for $k\ne l$ it forces $x_m=0$ on every neighbour of $k$. The zeros then spread from neighbour to neighbour until they reach $l$, where the contradiction appears. The coupling therefore increases strictly if and only if some one group of fill couples to both signals. In 300 random networks with three signals and four fill pieces, this criterion correctly sorted all 900 signal pairs, 294 with an increase and 606 without.

The signs matter as much as the positive energy. Take two signals and one fill piece with the positive definite matrix

$$
\begin{pmatrix}3&0&1\\0&3&-1\\1&-1&2\end{pmatrix}.
$$

Eliminating the third variable changes the coupling by $(-1)(1)/2=-0.5$. The positive element $1$ in the fill row cannot occur in a Maxwell matrix, but numerical error in an extracted matrix could produce such a sign, and the guarantee would then lapse.

A single fill piece with capacitances $a$ and $b$ to two signals and $g$ to ground shows the mechanism. Here $C_{ff}=a+b+g$, and

$$
\Delta K=\frac{ab}{a+b+g}.
$$

For $g\to0$ this is the series combination of $a$ and $b$; for $g\to\infty$ it vanishes, because the large capacitance holds the fill near ground. With $a=3$, $b=2$ and $g=5$ aF/µm, $\Delta K=6/10=0.6$ aF/µm.

The reduced matrix can be used like any other Maxwell matrix. Its off-diagonal elements are nonpositive by the inequality just proved. For its row sums, let $\mathbf 1$ be a vector of ones. The fill rows of $C$ obey $C_{fs}\mathbf1+C_{ff}\mathbf1\ge0$. Multiplying by the nonnegative $C_{ff}^{-1}$ gives $u\equiv-C_{ff}^{-1}C_{fs}\mathbf1\le\mathbf1$, and since $C_{sf}\le0$,

$$
C_{\rm float}\mathbf1=C_{ss}\mathbf1+C_{sf}u
\ge C_{ss}\mathbf1+C_{sf}\mathbf1\ge0 .
$$

This also settles the mixed case. Suppose some fill is floating and one further piece may be either grounded or left floating. Eliminate the other floating pieces first, treating the undecided piece as a signal. The reduced matrix has the same signs and still represents a positive energy, so the argument applies again: grounding one more piece cannot increase any signal-to-signal coupling.

Lower coupling is bought with higher self-capacitance. With $y=C_{fs}V_s$,

$$
V_s^T(C_{\rm ground}-C_{\rm float})V_s=y^TC_{ff}^{-1}y\ge0 .
$$

A comparison with no fill follows from the energy minimum. Remove the fill, pack its volume with dielectric, and keep the signal potentials. The potential of the floating case, continued as a constant through each former fill piece, is an admissible trial potential with no energy inside those pieces. The true energy without fill cannot exceed it. For every set of signal potentials, therefore,

$$
V_s^TC_{\rm none}V_s\le V_s^TC_{\rm float}V_s
\le V_s^TC_{\rm ground}V_s .
$$

Setting one signal to unit potential orders the diagonal elements in the same way. These inequalities do not order the couplings, so they do not say whether floating fill raises or lowers $K_{ij}$ relative to no fill.

As an example, take two long signal lines, A and B, with two long fill bars, F1 and F2, between them. All four bars are 100 nm wide, 200 nm thick and 100 nm apart. Ground planes lie 200 nm below and above, and the relative permittivity is 2.7. A two-dimensional field solution on a 3.125 nm mesh gives $C_{AA}=136.87$ aF/µm with the fill grounded. Each signal has a coupling of 61.944 aF/µm to the nearer fill bar and 0.7079 aF/µm to the farther one. The fill block and its inverse are

$$
C_{ff}=\begin{pmatrix}170.59&-61.61\\-61.61&170.59\end{pmatrix}
\frac{\rm aF}{\mu\rm m},\quad
C_{ff}^{-1}=\begin{pmatrix}0.006741&0.002435\\0.002435&0.006741\end{pmatrix}
\frac{\mu\rm m}{\rm aF}.
$$

With A at 1 V and B at zero, neutrality puts F1 at

$$
0.006741\times61.944+0.002435\times0.7079=0.4193\ {\rm V},
$$

and F2 at 0.1556 V by the same sum with the two inverse elements exchanged. The added coupling is the charge these potentials induce on B, with its sign reversed:

$$
\Delta K_{AB}\approx0.7079\times0.4193+61.944\times0.1556
\approx9.9\ {\rm aF}/\mu{\rm m}.
$$

Most of it, $61.944^2\times0.002435\approx9.3$ aF/µm, comes from the route A–F1–F2–B. The results for the three treatments are:

| Fill | $K_{AB}$ (aF/µm) | $C_{AA}$ (aF/µm) |
|---|---:|---:|
| none | 5.39 | 103.6 |
| floating | 9.97 | 110.8 |
| grounded | 0.035 | 136.9 |

In this geometry floating fill raises the coupling by a factor of 1.85 over no fill, while grounded fill nearly removes it. The floating-to-grounded ratio, about 290, is large because the grounded bars leave so little direct coupling; it is a property of this layout and not a general factor.

The crosstalk consequence follows by applying neutrality once more. If B is undriven and neutral, $C_{BA}V_A+C_{BB}V_B=0$, so

$$
\frac{V_B}{V_A}=\frac{K_{AB}}{C_{BB}} .
$$

By symmetry $C_{BB}=C_{AA}$. The ratio is $9.97/110.8=0.090$ with floating fill, 0.052 without fill and 0.00025 with grounded fill. For two driven lines switching in opposite directions, the charge per volt on A is $C_{AA}+K_{AB}$: 120.8 aF/µm with floating fill and 136.9 aF/µm with grounded fill. Treating floating fill as grounded thus understates the crosstalk here but overstates the capacitive load.

Halving the mesh from 6.25 to 3.125 nm moved the floating coupling by $-0.43\%$ and the grounded one by $+0.41\%$, and lowered the self-capacitances by about 0.2%. The side boundaries, which carry no flux, lie 500 nm from the signal lines. Moving them out to 800 nm raises each self-capacitance by about 0.4 aF/µm but hardly changes the couplings, so the last digits in the table are specific to this mesh and boundary. With the same side boundaries and the mesh error removed, $K_{AB}$ settles near 5.38, 9.94 and 0.035 aF/µm and $C_{AA}$ near 103.4, 110.7 and 136.7 aF/µm for no, floating and grounded fill. These shifts are at most 0.3% and leave the factors 1.85 and about 290, and the crosstalk ratios 0.090 and 0.052, unchanged at the precision quoted. The elimination itself was tested by a separate field solution on the 6.25 nm mesh, in which the fill was neutral matter with a permittivity $10^6$ times that of the dielectric. Such matter becomes nearly equipotential without being assigned a potential. The largest relative difference between the elements of the two signal matrices was $1.1\times10^{-6}$.

Neutrality is an assumption about the history of the fill. If it carries fixed charge $Q_f$, the same elimination gives

$$
Q_s=C_{\rm float}V_s+C_{sf}C_{ff}^{-1}Q_f .
$$

The extra term is independent of $V_s$: it offsets the signal charges but leaves their response to a voltage change, and hence the coupling, unaltered. One electron on a 1 µm length of F1 shifts the potential of that bar by about 1.1 mV in magnitude. Leakage through the dielectric acts on the time $\varepsilon\rho$, which is about 240 s for a rough resistivity of $10^{15}\ \Omega\,$cm. The fill charge is then effectively fixed during a nanosecond transition. Under a voltage held for many minutes, the outcome depends on whether $\varepsilon\rho$ is uniform. If it is, the leakage conductances are proportional to the capacitances, so leakage removes any excess fill charge and leaves the neutral potentials found above. If $\varepsilon\rho$ varies, as it can between different dielectric layers, the conductances set the final fill potentials, and these generally differ from the neutral ones.

The permittivity is a rough value for an organosilicate low-k film, and the dimensions suit a relatively coarse wiring level; the finest levels have much narrower lines. Scaling the whole cross-section uniformly would not alter these capacitances per length, since in two dimensions the area grows as the square of the scale and $|\nabla\phi|^2$ falls by the same factor. Real layouts depart from the model in other ways. Cutting the floating bars into tiles 200 nm long and 100 nm apart lowered $K_{AB}$ by about 7%. Replacing the planes by thin orthogonal strips 100 nm wide and 100 nm apart, with no flux through the openings, raised it by about 8%. Both of these three-dimensional estimates are for a 16.7 nm mesh and still grow with refinement: at 6.25 nm they are 7.6% and 9.7%, and the trend points to roughly 8% and 11%. Adding 25 nm layers of relative permittivity 5 above the lower plane and above the bar level raised $K_{AB}$ by 7.6% on a 6.25 nm mesh and by 7.4% on a 3.125 nm mesh. Each change was made separately, so their sum is not a prediction for a structure that has all three. All are much smaller than the difference between floating and grounded fill in this layout. The numerical output below gives the remaining estimates, including metal screening, breakdown and tunnelling.

## Computed results

```
Bar width, bar gap: 100, 100 nm; thickness, plane gap: 200, 200 nm
Relative permittivity (rough): 2.7; drive on A: 1 V
Maxwell matrix, order A B F1 F2, aF/um:
    136.8669     -0.0346    -61.9440     -0.7079
     -0.0346    136.8669     -0.7079    -61.9440
    -61.9440     -0.7079    170.5869    -61.6050
     -0.7079    -61.9440    -61.6050    170.5869
Inverse of fill block, um/aF:
  0.006741  0.002435
  0.002435  0.006741
no fill: coupling K_AB = 5.391 aF/um
no fill: self-capacitance C_AA = 103.55 aF/um
no fill: undriven victim V_B/V_A = 0.0521
floating: coupling K_AB = 9.968 aF/um
floating: self-capacitance C_AA = 110.78 aF/um
floating: undriven victim V_B/V_A = 0.09
grounded: coupling K_AB = 0.03457 aF/um
grounded: self-capacitance C_AA = 136.87 aF/um
grounded: undriven victim V_B/V_A = 0.000253
Coupling added by floating: 9.934 aF/um
Coupling ratio floating/grounded: 288.3
Coupling ratio floating/no fill: 1.849
Fill potentials F1, F2: 0.4193, 0.1556 V
Mesh 6.25 to 3.125 nm, floating K shift: -0.43 %
Mesh 6.25 to 3.125 nm, grounded K shift: 0.41 %
Side margin 500 to 700 nm, floating K shift: -0.017 %
Stripline solver error at 6.25 nm: 0.36 %
Schur vs huge-permittivity fill, max difference: 1.1e-06
Victim ratio, field / formula: 0.09021 / 0.09021
Charge induced on A, B per unit F1 charge: -0.4196, -0.1558
Random signal pairs, strict / equal: 294 / 606
Wrong-sign matrix, coupling change: -0.50 (arb. unit)
Single fill a,b,g = 3,2,5 aF/um: added K 0.6000 aF/um
Tiles 200 nm long, 100 nm apart; 3D meshes 25 and 16.7 nm:
  floating K change: -6.2, -6.9 %
  grounded-tile K: 0.0479, 0.0501 aF/um
Planes replaced by 100 nm wires, 100 nm apart; same meshes:
  floating K change: 6.8, 8.0 %
25 nm caps, permittivity 5: K change 7.6 %
Metal screening length: 0.0553 nm; gap growth 0.30 %
One electron on 1 um of F1 shifts it by 1.080 mV
Relaxation time at 1e+15 ohm cm (rough): 239 s
Mean A-F1 field: 0.0581 MV/cm; rough breakdown 5 MV/cm
Tunnelling exponent, 100 nm and rough 3 eV barrier: 1775
```
